The H2+ ground state from two coupled continued fractions

**A chain that can be solved by hand**

Let an infinite list of numbers g_0, g_1, g_2, … obey

e g_0 + g_1 = 0,
g_{n+1} − (5/2) g_n + g_{n−1} = 0 for n ≥ 1.

For which e does a solution exist that dies away at large n? Inserting g_n = rⁿ in the second line gives r² − (5/2)r + 1 = 0, so r = 2 or r = 1/2. The decaying solution is g_n = 2⁻ⁿ, and the first line then demands e = −1/2. For any other e the solution contains some 2ⁿ.

The same answer follows without knowing the solutions. Write each ratio as g_n/g_{n−1} = −1/D_n. Dividing row n by g_n gives

−1/D_{n+1} − 5/2 − D_n = 0, or D_n = −5/2 − 1/D_{n+1}.

Cut the chain far out, where the last D is −5/2, and work inward:

−2.5, −2.5 + 1/2.5 = −2.1, −2.5 + 1/2.1 = −2.0238, −2.0059, …

The sequence tends to −2, which is the ratio 1/2. The first row becomes e − 1/D_1 = e + 1/2 = 0, as before.

Two features will return. First, working outward from g_0 is unsafe, because a rounding error contains some 2ⁿ and is amplified, whereas working inward suppresses the error of the cut. (Starting from g_0 = 1, every number is an exact binary fraction and no rounding occurs; starting from g_0 = 0.1, g_1 = 0.05, double precision gives a g_60 of the wrong sign and about 3×10¹⁹ times too large.) Second, the distance from −2 (0.5, 0.1, 0.0238, 0.0059) shrinks by a factor approaching 4 per step, the ratio 2/(1/2) of the growing root to the decaying one. A cut chain must satisfy g_{N+1} = 0, so it mixes in the growing solution with weight 2⁻ᴺ/2ᴺ = 4⁻ᴺ, up to a constant.

H2+ leads to two such chains, with coefficients that depend on n and two unknowns in place of e.

**Separating the molecule**

Two point protons are fixed at z = −R/2 and z = +R/2, and one nonrelativistic electron is at distances r1 and r2 from them. In Hartree atomic units its energy E obeys

−½∇²ψ − ψ/r1 − ψ/r2 = Eψ.

The total energy is E + 1/R. All results below refer to this model, which omits nuclear motion, relativity and radiative effects.

Define ξ = (r1 + r2)/R ≥ 1 and η = (r1 − r2)/R, with −1 ≤ η ≤ 1. Then r1 = (R/2)(ξ + η), r2 = (R/2)(ξ − η), and with ρ the distance from the axis,

z = (R/2)ξη, ρ = (R/2)√[(ξ² − 1)(1 − η²)].

The products of derivatives of z and ρ with respect to ξ and η are +ξη and −ξη in units of (R/2)², so the coordinates are orthogonal. The squared length per unit ξ is

h_ξ² = (R/2)²[η² + ξ²(1 − η²)/(ξ² − 1)] = (R/2)²(ξ² − η²)/(ξ² − 1),

and likewise h_η² = (R/2)²(ξ² − η²)/(1 − η²). The azimuthal factor is h_φ = ρ. Therefore

h_η h_φ/h_ξ = (R/2)(ξ² − 1),
h_ξ h_φ/h_η = (R/2)(1 − η²),
h_ξ h_η h_φ = (R/2)³(ξ² − η²).

For a state without azimuthal dependence, as the ground state is, the general orthogonal-coordinate Laplacian becomes

∇²ψ = 4/[R²(ξ² − η²)] · {∂_ξ[(ξ² − 1)∂_ξψ] + ∂_η[(1 − η²)∂_ηψ]}.

The attraction contains 1/r1 + 1/r2 = (r1 + r2)/(r1r2) = 4ξ/[R(ξ² − η²)]. Multiply the Schrödinger equation by −R²(ξ² − η²)/2 and define p² = −ER²/2, which is positive for a bound state:

∂_ξ[(ξ² − 1)∂_ξψ] + ∂_η[(1 − η²)∂_ηψ] + [2Rξ − p²(ξ² − η²)]ψ = 0.

Put ψ = X(ξ)Y(η) and divide by XY. One part depends on ξ alone, the other on η alone, so they are opposite constants. Calling the ξ part −A gives

[(ξ² − 1)X′]′ + (A + 2Rξ − p²ξ²)X = 0,
[(1 − η²)Y′]′ + (p²η² − A)Y = 0.

Both equations contain p and A. Each alone fixes a family of curves A(p), one for each number of nodes; the ground state sits where the two nodeless curves cross.

**The angular chain**

The ground state has no nodes, so it is even under exchange of the protons, η → −η. Expand Y = Σ c_l P_l(η) with l = 0, 2, 4, …. Legendre polynomials satisfy [(1 − η²)P_l′]′ = −l(l+1)P_l and

ηP_l = [(l+1)P_{l+1} + lP_{l−1}]/(2l+1).

Using the second relation twice,

η²P_l = (l+1)(l+2)/[(2l+1)(2l+3)] P_{l+2}
 + (2l²+2l−1)/[(2l−1)(2l+3)] P_l
 + l(l−1)/[(2l+1)(2l−1)] P_{l−2}.

The middle coefficient is the sum (l+1)²/[(2l+1)(2l+3)] + l²/[(2l+1)(2l−1)]. Its combined numerator, 4l³ + 6l² − 1 = (2l+1)(2l²+2l−1), cancels the factor 2l+1.

Now collect everything multiplying P_l. The contribution of c_{l+2} uses the downward coefficient with l replaced by l+2, and that of c_{l−2} the upward one with l replaced by l−2:

p²(l+1)(l+2)/[(2l+3)(2l+5)] c_{l+2}
 + {p²(2l²+2l−1)/[(2l−1)(2l+3)] − l(l+1) − A} c_l
 + p²l(l−1)/[(2l−3)(2l−1)] c_{l−2} = 0.

At large l the outer coefficients tend to p²/4 and the middle one behaves as −l². One solution has c_l/c_{l−2} ≈ p²/(4l²), the other grows. A regular Y needs the decaying one.

**The radial chain**

At large ξ try X ≈ e^{−pξ}ξ^σ. The terms of order ξ² cancel, and those of order ξ give −2pσ − 2p + 2R = 0, so

σ = R/p − 1.

The Jaffé expansion builds this tail in and maps the range of ξ onto 0 ≤ t < 1:

X = e^{−pξ}(ξ+1)^σ f(t), f = Σ g_n tⁿ, t = (ξ−1)/(ξ+1).

Let s = 1 − t = 2/(ξ+1). Then ξ = (1+t)/s, ξ² − 1 = 4t/s², dt/dξ = s²/2 and d²t/dξ² = −s³/2. The prefactor w = e^{−pξ}(ξ+1)^σ has

w′/w = −p + σs/2,
w″/w = p² − pσs + σ(σ−1)s²/4.

Insert X = wf in (ξ²−1)X″ + 2ξX′ + (A + 2Rξ − p²ξ²)X = 0 and divide by w. The coefficient of f″ is (4t/s²)(s⁴/4) = ts². That of f′ is

(4t/s²)[−s³/2 + s²(−p + σs/2)] + (1+t)s
 = −2ts − 4pt + 2σts + (1+t)s
 = s² − 4pt + 2σts.

In the coefficient of f, the p² terms combine as p²(ξ²−1) − p²ξ² = −p², leaving

A − p² − 4pσt/s + σ(σ−1)t + (2R − 2p)ξ + σ(1+t).

Since 2R − 2p = 2pσ, the terms with 1/s add to 2pσ(1+t−2t)/s = 2pσ. The choice of σ has removed the 1/s term from the coefficient of f. The point t = 1 (ξ = ∞) remains a singular point of the equation, since the coefficient of f″ vanishes there as (1−t)² while that of f′ tends to −4p; a growing solution therefore still has to be excluded below. The equation is

t(1−t)²f″ + [(1−t)² − 4pt + 2σt(1−t)]f′ + [A − p² + 2pσ + σ + σ²t]f = 0.

Collect the power tⁿ. The coefficient of g_{n+1} is n(n+1) + (n+1) = (n+1)². That of g_n is −2n(n−1) − (2+4p−2σ)n plus the constant term. That of g_{n−1} is (n−1)(n−2) + (1−2σ)(n−1) + σ² = (n−1−σ)². So

α_n g_{n+1} + β_n g_n + γ_n g_{n−1} = 0,
α_n = (n+1)²,
β_n = A − p² + 2pσ + σ − 2n² − (4p−2σ)n,
γ_n = (n−1−σ)².

**Why the decaying solution is required**

Let g_{n+1}/g_n = 1 + ε with ε small at large n. Neighbouring ratios differ at higher order, so g_{n−1}/g_n ≈ 1 − ε + ε². Divide the recurrence by n² and keep terms through order 1/n. The constants and the terms linear in ε cancel, leaving

ε² + [2 − (4p−2σ) − 2(1+σ)]/n = ε² − 4p/n = 0.

Thus ε = ±2√(p/n), and summing the logarithms of the ratios gives g_n ~ exp(±4√(pn)), apart from slower factors.

For the growing solution, estimate Σ exp(4√(pn))tⁿ near t = 1, where tⁿ ≈ e^{−ns}. The exponent 4√(pn) − ns is largest at √n = 2√p/s, where it equals 4p/s = 2p(ξ+1). Multiplied by the prefactor e^{−pξ}, this grows as e^{+pξ} and is not a bound state. With the decaying solution, Σ g_n converges at t = 1 and X keeps its e^{−pξ} tail.

**The general algorithm**

For any recurrence of this form set g_{N+1} = 0 at a large N, start with D_N = β_N, and work inward:

D_n = β_n − α_nγ_{n+1}/D_{n+1}.

The reasoning is that of the first chain. If g_{n+1} = −(γ_{n+1}/D_{n+1})g_n, row n becomes D_n g_n + γ_n g_{n−1} = 0, which is the same relation one place further in. Row 0 has no earlier member, so the condition is D_0 = 0. Written out,

β_0 − α_0γ_1/(β_1 − α_1γ_2/(β_2 − …)) = 0.

The angular chain is treated identically, with l advancing by 2. The coupled calculation is:

1. Choose a trial p.
2. Solve the angular fraction for its largest root A(p).
3. Put this A in the radial fraction and evaluate D_0.
4. Adjust p by a bracketing root finder until D_0 = 0.
5. Take E = −2p²/R² and add 1/R.

**Two rows by hand at R = 2 bohr**

Take p = 1.5, so p² = 2.25 and σ = 2/1.5 − 1 = 1/3. Keep only c_0 and c_2:

(0.75 − A)c_0 + 0.3c_2 = 0,
1.5c_0 + (−4.8214 − A)c_2 = 0.

Here 0.75 = p²/3, 0.3 = 2p²/15, 1.5 = 2p²/3 and −4.8214 = 11p²/21 − 6. Eliminating c_2,

A = 0.75 + 0.45/(4.8214 + A).

Iteration gives A = 0.8296; the long chain gives 0.829865. With the latter value, keep g_0 and g_1:

β_0 = 0.829865 − 2.25 + 1 + 0.333333 = −0.086802,
β_1 = β_0 − 2 − (6 − 0.666667) = −7.420135,
D_0 = β_0 − σ²/β_1 = −0.086802 + 0.014974 = −0.071828.

The long radial chain gives −0.071625. At p = 1.4 it gives +0.411329, so the root lies between. Linear interpolation yields

p ≈ 1.4 + 0.1 × 0.411329/(0.411329 + 0.071625) = 1.4852.

The root finder ends at p = 1.4850146, A = 0.8117296 and σ = 0.3467881. Since R² = 4,

E = −p²/2 = −1.102634 hartree,
E + 1/R = −1.102634 + 0.500000 = −0.602634 hartree = −16.3985 eV.

The number −0.602634 thus includes the proton repulsion. The leading coefficients, relative to g_0 = c_0 = 1, are g_1 = 0.01678, g_2 = 0.00040, c_2 = 0.26065 and c_4 = 0.01001. The radial prefactor already carries most of X, while Y needs a clear P_2 part to pile charge up near the protons.

**Why the root finder cannot pick a wrong root**

A continued fraction has poles, and a sign change across a pole is not a root. For 1 ≤ R ≤ 3 bohr the poles can be excluded.

*Range of p.* Write the Hamiltonian as the average of −½∇² − 2/r1 and −½∇² − 2/r2. Each has lowest energy −2, with different eigenfunctions, so E > −2. A hydrogen 1s function on one proton has energy −1/2 plus the negative attraction to the other, so E < −1/2. Hence R/2 < p < R and 0 < σ < 1.

*Angular fraction.* A is the largest eigenvalue of the operator d/dη(1−η²)d/dη + p²η². The trial function P_0 gives A > p²/3, and since the derivative part is never positive and η² ≤ 1, A < p². The block l ≥ 2 has eigenvalues below p² − 6, which does not exceed p²/3 when p ≤ 3. Throughout the bracket that block minus A is therefore negative definite, and its elimination denominators D_l are negative. At A = p²/3 the first diagonal entry vanishes and D_0 > 0; at A = p² the full matrix is negative definite and D_0 < 0. Each D_l decreases with A, by induction from the tail, so there is one root.

*Radial fraction.* Let b_n = (n+1)(n−σ) for n ≥ 1, so that α_nγ_{n+1} = b_n². Direct addition gives, for n ≥ 2,

−β_n − b_n − b_{n−1} = p² − A + 2p(2n−σ) > 0.

At the cut, −D_N = −β_N > b_{N−1}. If −D_{n+1} > b_n, then −D_n = −β_n − b_n²/(−D_{n+1}) ≥ −β_n − b_n > b_{n−1}, so the inequality passes inward to n = 2. For n = 1,

−D_1 ≥ −β_1 − b_1 = p² − A + 2p(2−σ) − σ > 0,

because 2p > 1 and σ < 1. No denominator vanishes, and D_0 is continuous in p.

*End signs.* At p = R, σ = 0 and γ_1 = 0, so D_0 = A − p² < 0. At p = R/2, σ = 1 and γ_2 = 0, so D_1 = A − p² − 2p + 1 < 0. There β_0 = A − p² + 2p + 1 > 1 + 2p − 2p²/3 > 0 for p ≤ 3/2, hence D_0 = β_0 − 1/D_1 > 0. A root exists.

*One crossing.* Differentiate either separated equation with respect to p² at fixed R, multiply by its solution and integrate. Self-adjointness removes the terms with the differentiated function, leaving

dA_angular/d(p²) = ⟨η²⟩ < 1, dA_radial/d(p²) = ⟨ξ²⟩ > 1.

The averages use the weights Y²dη and X²dξ. Any root of D_0 in the bracket has D_n < 0 for n ≥ 1, hence positive g_n and a nodeless X, so all such roots lie on one and the same radial curve. That curve is everywhere steeper than the angular one, so the two cross at most once, and by the end signs exactly once. At R = 2 the slopes at the crossing are 0.40466 and 2.01264, and quadrature of the wavefunctions reproduces both.

*Ground state.* Each g_n/g_{n−1} = −γ_n/D_n is positive, so X > 0. Y belongs to the largest angular eigenvalue and has no nodes. Two positive functions cannot be orthogonal, so this product is the ground state.

Outside 1 ≤ R ≤ 3 bohr the two equations remain valid, but this proof does not cover the brackets, and they can fail. At p = R/2 the denominator D_1 = A − p² − 2p + 1 becomes positive for R below 0.873 bohr. There β_0D_1 − 1 = (1 + A − p²)² − 4p² − 1 < 0, so D_0 is negative at both ends and a pole lies between them; the lower end of the bracket must then be raised above that pole. For p above 4.63, a pole of the angular fraction enters the interval p²/3 < A < p².

**How many terms are needed**

As in the first chain, a cut at N mixes in the growing solution with a weight equal to the ratio of decaying to growing terms. The error of D_0 at fixed p and A therefore falls as

exp(−4√(pN))/exp(+4√(pN)) = exp(−8√(pN)).

Between N = 100 and 400 its logarithm changes by −97.233 in high-precision arithmetic; the law gives −97.489. This is a large-N law. From N = 3 to N = 6 the energy error at R = 2 falls from 2.14×10⁻⁷ to 3.93×10⁻¹⁰ hartree, a factor of about 545, where the law would suggest about 1090.

Cutting only the angular series gives energy errors of 6.70×10⁻⁵ hartree at l = 2, 2.53×10⁻⁸ at l = 4 and 2.6×10⁻¹² at l = 6, relative to the converged energy. The faster fall reflects the coefficient ratio p²/(4l²).

The direction of recursion matters as much as its length. At the converged root, the inward calculation gives g_60 = 1.23×10⁻²⁰. Outward recursion in double precision gave −1.46×10⁻⁵ in one run. This is the amplified error of the last digits of p and A and of the arithmetic, and its value changes with those digits.

**The bond and its limits**

Repeating the calculation at other distances gives these total energies:

R = 1.0 bohr: −0.451786 hartree
R = 1.5 bohr: −0.582323 hartree
R = 2.0 bohr: −0.602634 hartree
R = 2.5 bohr: −0.593824 hartree
R = 3.0 bohr: −0.577563 hartree

A variational diagonalization in a product basis, which never separates the equation, agrees at all five distances to within 10⁻¹⁰ hartree. The numerical check also applies the Cartesian Hamiltonian to the reconstructed ψ at R = 2 and recovers E at the sampled points.

The minimum lies at 1.99719 bohr. Relative to a hydrogen atom and a distant proton, at −1/2 hartree, its depth is 0.1026346 hartree, or 2.79283 eV. This is the depth of the clamped-nuclei curve; the vibrational zero-point energy is not subtracted.

The two ends of the range of p have a direct meaning. As R → 0 the protons merge into a charge of 2, with E → −2, p/R → 1 and σ → 0. Since r ≈ Rξ/2, the prefactor e^{−pξ} becomes e^{−2r}, the one-electron atomic ground state. As R → ∞, E → −1/2, p/R → 1/2 and σ → 1. Then e^{−pξ} becomes e^{−(r1+r2)/2}, and the angular factor must restore the concentration around each proton. Because p grows with R, the ratio p²/(4l²) becomes small only at larger l, and more Legendre terms are needed.

Numbers as computed

```
H2+ ground state, clamped nuclei, R = 2.0 bohr
Trial p, A(p), radial residual D_0 (dimensionless):
  1.0  0.348602  +2.954150
  1.2  0.512051  +1.447287
  1.4  0.713515  +0.411329
  1.5  0.829865  -0.071625
  1.6  0.957457  -0.545047
  2.0  1.594493  -2.405507
Converged p = 1.4850146225
Converged A = 0.8117295846
sigma = 0.3467880853
Electronic energy = -1.102634214495 hartree
Nuclear repulsion = 0.500000 hartree
Total energy = -0.602634214495 hartree = -16.398512 eV
g_1, g_2, g_3 (g_0 = 1): 0.01678000 0.00040390 0.00003514
c_2, c_4, c_6 (c_0 = 1): 0.26064891 1.001e-02 1.604e-04
Largest local-energy error = 4.7e-09 hartree
Slope dA/d(p^2), angular: 0.4046587; mean eta^2: 0.4046587
Slope dA/d(p^2), radial: 2.0126420; mean xi^2: 2.0126420
Decay limit 2.43733; 2 sqrt(p) = 2.43722
Growth limit at 1.01 p: 2.44949; 2 sqrt(1.01 p) = 2.44938
g_60 from tail 1.23e-20; by forward recursion -1.46e-05
Log error change, N = 100 to 400: -97.233; law -97.489
Radial truncation N, energy error (hartree), l_max = 24:
  1  +6.90e-05
  2  +2.96e-06
  3  +2.14e-07
  4  +2.13e-08
  6  +3.93e-10
Angular truncation l_max, energy error (hartree), N = 80:
  2  +6.70e-05
  4  +2.53e-08
  6  +2.60e-12
R (bohr), total energy (hartree), variational minus this (hartree):
  1.0  -0.4517863134  +2.6e-13
  1.5  -0.5823232055  -1.7e-14
  2.0  -0.6026342145  -9.1e-15
  2.5  -0.5938235110  +3.9e-15
  3.0  -0.5775628640  +3.8e-15
Equilibrium distance = 1.99719 bohr
Energy at equilibrium = -0.602634619 hartree
Well depth = 0.1026346 hartree = 2.79283 eV
```
